\section*{Peak-to-Peak Width, Full Linewidth and Gilbert Damping}

\section{A damping value from a derivative spectrum}

\textbf{Q:} I was given a computed ferromagnetic resonance spectrum of a model iron film and asked to recover the Gilbert damping $\alpha$ that went into it. The microwave frequency is fixed at $f=20.0$ GHz, the field $B$ is swept in the film plane, and the curve is the usual derivative signal, with one maximum and one minimum. They are $3.143$ mT apart, so that is the linewidth. The full linewidth is $\Delta B=2\alpha\omega/\gamma$, where $\omega=2\pi f$ and $\gamma=g\mu_B/\hbar$. With $g=2.10$ I have $\gamma/2\pi=29.392$ GHz/T and $\omega/\gamma=680.45$ mT, hence
\begin{equation}
\alpha=\frac{3.143}{2\times 680.45}=0.00231 .
\end{equation}
What could be wrong with that?

\textbf{A:} Your formula is right for a field sweep with the magnetisation along the field, which is the case here, and your arithmetic is right. The question is whether the $\Delta B$ in the formula is the distance you measured. What does the lock-in amplifier record?

\textbf{Q:} The field is modulated as $B+b_m\cos\theta$, and the amplifier keeps the part of the absorption $L$ that varies as $\cos\theta$.

\textbf{A:} Expand that to third order in $b_m$:
\begin{equation}
L(B+b_m\cos\theta)=L+b_m L'\cos\theta+\tfrac12 b_m^2L''\cos^2\theta+\tfrac16 b_m^3L'''\cos^3\theta+\dots
\end{equation}
The amplitude of the $\cos\theta$ part is twice the average of this expression times $\cos\theta$. Since $\langle\cos^2\theta\rangle=\tfrac12$, $\langle\cos^4\theta\rangle=\tfrac38$ and odd powers average to zero, the signal is
\begin{equation}
S=b_m\left(L'+\frac{b_m^2}{8}L'''\right)+\dots
\label{eq:lockin}
\end{equation}
For small modulation you see $L'$. Its extrema are the steepest points of the absorption line. The width in your formula has to be traced to the shape of $L$ itself.

\section{Which width contains the damping?}

\textbf{Q:} Then derive the shape. I do not want to assume a Lorentzian.

\textbf{A:} Take a saturated film precessing uniformly. Let $\mathbf m$ be the unit magnetisation vector, $z$ the direction of $B$ in the plane, $x$ the other in-plane direction and $y$ the film normal. Write $M$ for $\mu_0$ times the magnetisation. A weak drive $h e^{i\omega t}$ acts along $x$, and the demagnetising field of the film is $-Mm_y$ along $y$. The Landau--Lifshitz--Gilbert equation is
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad
\mathbf B_{\rm eff}=(he^{i\omega t},\,-Mm_y,\,B).
\end{equation}
To first order in the drive, $m_z=1$ and $\dot m_z=0$. The cross products then have the components
\begin{align}
(\mathbf m\times\mathbf B_{\rm eff})_x&=(B+M)m_y, & (\mathbf m\times\dot{\mathbf m})_x&=-\dot m_y,\\
(\mathbf m\times\mathbf B_{\rm eff})_y&=he^{i\omega t}-Bm_x, & (\mathbf m\times\dot{\mathbf m})_y&=\dot m_x .
\end{align}
Let $m_x$ and $m_y$ now denote complex amplitudes, so that a time derivative becomes $i\omega$. Divide by $\gamma$ and put $w=\omega/\gamma$ and $b=B+i\alpha w$:
\begin{align}
iw\,m_x&=-(B+M)m_y-i\alpha w\,m_y=-(b+M)m_y,\\
iw\,m_y&=-h+Bm_x+i\alpha w\,m_x=b\,m_x-h .
\end{align}
The first line gives $m_y=-iw\,m_x/(b+M)$. Inserted in the second, it gives $w^2m_x/(b+M)=b\,m_x-h$, so
\begin{equation}
X\equiv\frac{m_x}{h}=\frac{b+M}{b(b+M)-w^2}.
\label{eq:chi}
\end{equation}
Damping enters in one way: it replaces $B$ by $B+i\alpha w$.

\textbf{Q:} And the absorbed power?

\textbf{A:} It is proportional to the time average of the real drive times the real $\dot m_x$. With $X=X'+iX''$, the real $m_x$ is $h(X'\cos\omega t-X''\sin\omega t)$. Its derivative is $-\omega h(X'\sin\omega t+X''\cos\omega t)$, and the average with $h\cos\omega t$ is $-\tfrac12\omega h^2X''$. At fixed frequency we may therefore take $L=-\mathrm{Im}\,X$.

Define the resonance field $B_r>0$ by $B_r(B_r+M)=w^2$. The denominator of (\ref{eq:chi}) factorises as $(b-B_r)(b+M+B_r)$, and
\begin{equation}
X=\frac{1}{M+2B_r}\left[\frac{B_r+M}{b-B_r}+\frac{B_r}{b+M+B_r}\right].
\label{eq:pf}
\end{equation}
To check this, put the bracket over the common denominator. Its numerator is
\begin{equation}
(B_r+M)(b+M+B_r)+B_r(b-B_r)=(M+2B_r)(b+M),
\end{equation}
as required. For your film, with $M=2.10$ T, $B_r=201.21$ mT. The second term belongs to a pole more than 2 T away. At the line centre its absorption is $1.0\times10^{-7}$ of that of the first, so I drop it. With $x=B-B_r$ and $\Gamma=\alpha w$,
\begin{equation}
\frac{1}{x+i\Gamma}=\frac{x-i\Gamma}{x^2+\Gamma^2}
\quad\Rightarrow\quad
L=C\,\frac{\Gamma}{x^2+\Gamma^2},\qquad C=\frac{B_r+M}{M+2B_r}.
\label{eq:lor}
\end{equation}
So the Lorentzian is derived, within linear response. Its peak is $C/\Gamma$. Half of that is reached when $x^2+\Gamma^2=2\Gamma^2$, at $x=\pm\Gamma$. The distance between these points is
\begin{equation}
\Delta B=2\Gamma=\frac{2\alpha\omega}{\gamma}.
\label{eq:fwhm}
\end{equation}
Your formula refers to the full width at half maximum of the absorption.

\textbf{Q:} The steepest points might still sit at half height.

\textbf{A:} Differentiate and see:
\begin{align}
L'&=-\frac{2C\Gamma x}{(x^2+\Gamma^2)^2},\\
L''&=-2C\Gamma\,\frac{(x^2+\Gamma^2)-4x^2}{(x^2+\Gamma^2)^3}
=2C\Gamma\,\frac{3x^2-\Gamma^2}{(x^2+\Gamma^2)^3}.
\label{eq:second}
\end{align}
The second derivative vanishes at $x=\pm\Gamma/\sqrt3$. On each side of the centre $L'$ has one sign and goes to zero both at the centre and far away, so the single stationary point on that side is the extremum. Hence
\begin{equation}
\Delta B_{pp}=\frac{2\Gamma}{\sqrt3}=\frac{\Delta B}{\sqrt3},\qquad
\alpha=\frac{\sqrt3\,\gamma\,\Delta B_{pp}}{2\omega}.
\label{eq:main}
\end{equation}
At these points the absorption relative to its peak is $\Gamma^2/(\Gamma^2/3+\Gamma^2)=3/4$. You measured the width of the line at three quarters of its height and used it as the width at half height.

\textbf{Q:} So my value should be multiplied by $\sqrt3$:
\begin{equation}
\Delta B=1.7321\times3.143\ \mathrm{mT}=5.444\ \mathrm{mT},\qquad
\alpha=\frac{5.444}{2\times680.45}=0.00400 .
\end{equation}

\textbf{A:} That is the damping put into the model. Your first value was $42.3\,\%$ below it. In the other common field unit, the peak-to-peak width is $31.43$ Oe; the factor is the same in any unit.

\textbf{Q:} What if I had taken the peak-to-peak width for the half width $\Gamma$?

\textbf{A:} Then $\alpha$ would come out as $\Delta B_{pp}/w=2\alpha/\sqrt3$, here $0.00462$, which is too high. A quoted ``linewidth'' needs its definition before it can be converted.

\textbf{Q:} All this rests on the linearised equation.

\textbf{A:} The full nonlinear equation was also integrated in time, with $\alpha=0.0200$ so that transients die quickly, until the response to a weak drive was steady at each field. The absorption agrees with (\ref{eq:chi}) to within $1.5\times10^{-5}$ of the peak, a residue due mostly to the finite time step. The simulated line has a full width of $27.218$ mT and a peak-to-peak width of $15.715$ mT. The first is the $2\times0.0200\times680.45$ mT of (\ref{eq:fwhm}). The second gives $0.02000$ with the factor $\sqrt3$ and $0.01155$ without it.

\section{Does a fit against frequency cure it?}

\textbf{Q:} In practice I would measure at several frequencies and fit a straight line. A wrong definition of width should end up in the intercept.

\textbf{A:} An added constant would. A factor multiplies the slope too. Suppose the local resonance fields are shifted by $s$, with a Lorentzian distribution whose half width $\Gamma_0$ is the same at every frequency. The near-pole response must be averaged:
\begin{equation}
\int_{-\infty}^{\infty}\!ds\,\frac{\Gamma_0}{\pi(s^2+\Gamma_0^2)}\,\frac{1}{x-s+i\Gamma}
=\frac{1}{x+i(\Gamma+\Gamma_0)} .
\end{equation}
To obtain this, close the contour in the lower half of the complex $s$ plane. The integrand falls as $|s|^{-3}$, so the arc contributes nothing. The response has its pole at $s=x+i\Gamma$, in the upper half, and the one enclosed pole is $s=-i\Gamma_0$. Its residue is $-1/(2\pi i)$ times the right-hand side, and the clockwise contour supplies the factor $-2\pi i$. The line stays Lorentzian and the half widths add:
\begin{equation}
\Delta B_{pp}(f)=\frac{2}{\sqrt3}\left(\Gamma_0+\frac{2\pi\alpha}{\gamma}f\right).
\label{eq:slope}
\end{equation}
With an inhomogeneous full width $2\Gamma_0=1.00$ mT, explicit averaging gives $2.149$, $3.720$, $5.292$ and $6.863$ mT at 10, 20, 30 and 40 GHz. The fitted slope is $0.1571$ mT/GHz and the intercept $0.577$ mT, which is $2\Gamma_0/\sqrt3$.

\textbf{Q:} From (\ref{eq:slope}), $\alpha$ is $\sqrt3/2$ times the slope times $\gamma/2\pi$:
\begin{equation}
\alpha=\frac{\sqrt3}{2}\times0.1571\times10^{-3}\,\frac{\mathrm T}{\mathrm{GHz}}\times29.392\,\frac{\mathrm{GHz}}{\mathrm T}=0.00400 .
\end{equation}
If I treat the widths as full widths, the prefactor is $1/2$ and I am back at $0.00231$.

\textbf{A:} For this Lorentzian spread, the fit removes the inhomogeneous part and leaves the factor. It does so only because $\Gamma_0$ does not depend on frequency. A local change $\delta M$ of the magnetisation moves the resonance by $-B_r\,\delta M/(2B_r+M)$, as follows from differentiating $B_r(B_r+M)=w^2$, and this factor grows from $0.024$ at 10 GHz to $0.195$ at 40 GHz. A Lorentzian spread of $M$ with a full width of $1\,\%$ therefore enters the slope: the same fit returns $\alpha=0.0058$ and a negative intercept of $-0.40$ mT. With a Gaussian spread the peak-to-peak widths would not lie on a straight line, and the slope alone would give too small an $\alpha$ unless the damping width is much larger than the spread. Using the 20 GHz width alone is different again. With $\sqrt3$ it gives $0.00473$, too high because the spread is counted as damping. Without $\sqrt3$ it gives $0.00273$. The two errors act in opposite directions and would cancel if $(\Gamma+\Gamma_0)/\sqrt3=\Gamma$, that is, if $\Gamma_0=(\sqrt3-1)\Gamma$. A plausible value from one frequency is therefore no evidence that the width was read correctly.

\section{Where the factor changes}

\textbf{Q:} Then I shall multiply every peak-to-peak width by $\sqrt3$.

\textbf{A:} Not if the line has another shape. For a Gaussian $L\propto e^{-x^2/2\sigma^2}$, half height is at $x=\pm\sigma\sqrt{2\ln2}$. The second derivative is proportional to $(x^2/\sigma^4-1/\sigma^2)L$ and vanishes at $x=\pm\sigma$. The ratio of the widths is $\sqrt{2\ln2}=1.1774$.

Now give your original line a Gaussian spread of resonance fields, $2.00$ mT in full width. The combined line has a full width of $6.139$ mT and a peak-to-peak width of $3.893$ mT, a ratio of $1.5769$. The $\sqrt3$ rule then yields $\alpha=0.00495$, about $24\,\%$ above the input. Part of this would remain with the true full width, since $6.139/(2\times680.45)=0.00451$: the spread is not damping. The rest comes from the wrong ratio. For such a line one should fit the whole derivative spectrum with the derivative of a Lorentzian convolved with a Gaussian, and take $\alpha$ from the growth of the Lorentzian part with frequency. At a single frequency that part may still contain a Lorentzian spread $\Gamma_0$, and its growth measures $\alpha$ only if that spread does not itself grow with frequency.

\textbf{Q:} Could the modulation itself falsify the width?

\textbf{A:} Yes, through the second term of (\ref{eq:lockin}). The extremum moves from $x_0=\Gamma/\sqrt3$ to $x_0+\delta$, with
\begin{equation}
L'''(x_0)\,\delta+\frac{b_m^2}{8}L''''(x_0)=0 .
\end{equation}
Write (\ref{eq:second}) as $L''=KND^{-3}$, with $K=2C\Gamma$, $N=3x^2-\Gamma^2$ and $D=x^2+\Gamma^2$. At $x_0$, where $N=0$,
\begin{equation}
L'''=\frac{6Kx_0}{D^3},\qquad
L''''=K\left(\frac{6}{D^3}-\frac{72x_0^2}{D^4}\right).
\end{equation}
Since $x_0^2/D=1/4$, the ratio $L''''/L'''$ is $(1-12/4)/x_0=-2/x_0$. Therefore $\delta=b_m^2/(4x_0)$ and
\begin{equation}
\frac{\delta}{x_0}=\frac{b_m^2}{4x_0^2}=\frac34\left(\frac{b_m}{\Gamma}\right)^2
\end{equation}
to leading order. For $b_m=0.50$ mT and $\Gamma=2.722$ mT this is $2.5\,\%$; simulated lock-in detection gives $2.52\,\%$. An error of $10$ degrees in the microwave phase of the detection, which mixes dispersion into the absorption, changes the peak-to-peak width by $0.45\,\%$ at small modulation. Neither comes near the $42\,\%$ shortfall.

\textbf{Q:} Iron is a metal. Do eddy currents matter?

\textbf{A:} For thickness $d$ and resistivity $\rho$, the changing in-plane induction $M\dot m_x$ induces an electric field $M\dot m_x y$ at height $y$ from the mid-plane. This neglects screening. Averaging $y^2$ over the thickness gives $d^2/12$, so the loss per volume is $M^2\dot m_x^2d^2/(12\rho)$. Gilbert damping of the same motion dissipates $(M/\mu_0)(\alpha/\gamma)\dot m_x^2$. Equating the two,
\begin{equation}
\alpha_{\rm eddy}=\frac{\gamma\mu_0Md^2}{12\rho}.
\end{equation}
With $d=10.0$ nm and $\rho=15.0\ \mu\Omega\,$cm this is $2.71\times10^{-5}$, and a numerical solution of field diffusion through the film agrees. The average eddy field points along $x$ and is proportional to $-\dot m_x$, so it adds $i\alpha_{\rm eddy}w$ to the factor $b$ in the denominator of (\ref{eq:chi}), but not to the factor $b+M$. To first order the half width divided by $w$ then grows by $\alpha_{\rm eddy}(B_r+M)/(2B_r+M)=0.92\,\alpha_{\rm eddy}$, and the apparent damping rises from $0.00400$ to $0.004025$. The growth as $d^2$ means that a film ten times thicker would have an eddy term comparable with $\alpha$ itself.

\textbf{Q:} How close is this model to a real iron film?

\textbf{A:} The magnetisation, $g$ factor, resistivity and damping are rough typical values for a thin polycrystalline film. Good iron films can have a damping of roughly $0.002$, so your mistaken $0.00231$ would not have looked suspicious. One assumption open to doubt is that damping alone sets the width of the original line; ignoring a $2.00$ mT Gaussian spread and using the $\sqrt3$ rule raised $\alpha$ by $24\,\%$ in the example above. Two-magnon scattering, spin pumping into a neighbouring metal and radiation into the waveguide depend on the sample and the circuit. They are left out here, and a measured $\alpha$ may contain them. In-plane anisotropy is milder while the magnetisation stays along $B$. It adds real constants $p$ and $q$ to the two stiffnesses, and the poles obey $(b+p)(b+M+q)=w^2$. This quadratic has the discriminant $(M+q-p)^2+4w^2>0$, so $b$ is real at both poles and $\Gamma=\alpha w$ is unchanged. In iron at these fields the condition holds only along symmetry axes. For a (001) crystal with a cubic anisotropy field of $56$ mT, the resonance at 20 GHz moves from $145$ to $251$ mT between the easy and hard axes; at $22.5$ degrees the magnetisation lags $B$ by $4$ degrees and the apparent $\alpha$ is $0.0043$. In a polycrystalline film $p$ and $q$ differ from grain to grain, which this argument does not cover.

\section{Sweeping frequency instead}

\textbf{Q:} Suppose I avoid derivatives. I hold $B$ at $201.21$ mT, sweep the frequency, read the true full width $\Delta f$ and use $\alpha=\Delta f/(2f)$.

\textbf{A:} That replaces one confusion of widths by another. At fixed $B$ the free motion obeys $(B+i\alpha w)(B+M+i\alpha w)=w^2$. Put $w=w_0+\eta$ with $w_0^2=B(B+M)$ and keep first order in $\alpha$:
\begin{equation}
i\alpha w_0(2B+M)=2w_0\eta\quad\Rightarrow\quad \eta=\frac{i\alpha}{2}(2B+M).
\end{equation}
The factor $e^{i\omega t}$ then decays at the rate $\gamma\alpha(2B+M)/2$. This rate is the half width in angular frequency, so
\begin{equation}
\Delta f=\frac{\alpha\gamma}{2\pi}(2B+M)=0.00400\times29.392\times2.502\ \mathrm{GHz}=0.294\ \mathrm{GHz}.
\end{equation}
The width read from the computed frequency sweep is $0.2942$ GHz. Then $\Delta f/(2f)=0.00736$, nearly twice the true damping. Your rule would need $2B+M=2w_0$, whereas the demagnetising field makes the precession elliptical and $2B+M$ larger than $2\sqrt{B(B+M)}$.

\textbf{Q:} So with a wrong $\alpha$ I would predict a wrong decay time for the precession in a device.

\textbf{A:} Yes, for small free precession at this field. The amplitude falls by a factor $e$ in $1/(\pi\Delta f)=1.08$ ns. With your first $\alpha$ you would have predicted a time $\sqrt3$ longer, about $1.87$ ns. The numerical output below lists the main widths and damping values.

\textbf{Q:} Then I record $3.143$ mT as a peak-to-peak width, establish the line shape and convert. Before calling the result a damping constant, I repeat this at several frequencies. The intercept separates the part of the inhomogeneous width that does not depend on frequency; a spread of $M$ or two-magnon scattering can still be hidden in the slope.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Input M (mu0 times magnetisation): 2.10 T
Input g factor: 2.10
Input Gilbert damping: 0.00400
Input frequency: 20.0 GHz
Input film thickness: 10.0 nm
Input resistivity: 15.0 microohm cm
gamma/(2 pi): 29.392 GHz/T
omega/gamma: 680.45 mT
Resonance field: 201.21 mT
Half width at half maximum: 2.722 mT
Full width at half maximum: 5.444 mT
Derivative peak-to-peak width: 3.143 mT
Same peak-to-peak width: 31.43 Oe
Ratio full width / peak-to-peak: 1.7321
Damping, correct conversion: 0.00400
Damping, peak-to-peak taken as full width: 0.00231
Shortfall of that value: 42.3 %
Damping, peak-to-peak taken as half width: 0.00462
Far pole / near pole absorption at centre: 1.0e-07
Time simulation, input damping: 0.0200
Time simulation, full width: 27.218 mT
Time simulation, peak-to-peak width: 15.715 mT
Time simulation, correct damping: 0.02000
Time simulation, mistaken damping: 0.01155
Simulation vs linear response, max error/peak: 1.5e-05
Inhomogeneous Lorentzian full width: 1.00 mT
Peak-to-peak width at 10 GHz: 2.149 mT
Peak-to-peak width at 20 GHz: 3.720 mT
Peak-to-peak width at 30 GHz: 5.292 mT
Peak-to-peak width at 40 GHz: 6.863 mT
Fit slope, width per frequency: 0.1571 mT/GHz
Fit intercept, peak-to-peak: 0.577 mT
Damping from slope, correct: 0.00400
Damping from slope, mistaken: 0.00231
Damping from 20 GHz width alone, with root 3: 0.00473
Damping from 20 GHz width alone, mistaken: 0.00273
Gaussian ratio full width / peak-to-peak: 1.1774
Added Gaussian spread, full width: 2.00 mT
With Gaussian spread, full width: 6.139 mT
With Gaussian spread, peak-to-peak: 3.893 mT
With Gaussian spread, width ratio: 1.5769
With Gaussian spread, damping by root 3 rule: 0.00495
Modulation amplitude (zero to peak): 0.50 mT
Peak-to-peak increase by modulation: 2.52 %
Detection phase error: 10.0 degrees
Peak-to-peak change by phase error: 0.45 %
Eddy-current damping of in-plane motion: 2.71e-05
Apparent damping with eddy currents: 0.004025
Frequency-swept full width: 0.2942 GHz
Frequency-swept width / (2 f): 0.00736
\end{verbatim}
